# The real part of a lead self-energy carries half the states

Take one site of a uniform infinite chain, with every site energy equal to zero and every nearest-neighbour hopping element equal to $-t$, $t>0$. The energy integral of the site's density of states $\rho(E)$ is a pure number $W$. Since $t$ is the only energy in the problem, $\rho(E)=F(E/t)/t$ and $W=\int F(x)\,dx$ cannot depend on $t$. Symmetry fixes how $W$ is shared. Reversing the sign of the amplitude on every second site turns the Hamiltonian $H$ into $-H$, so $\rho(E)=\rho(-E)$ and half of $W$ lies below the band centre. An approximation that brings in no new energy and keeps this symmetry can therefore do one thing to the integrated weight: replace one pure number by another, which no choice of hopping will mend. Keeping only the imaginary part of the lead self-energy is such an approximation. It replaces 1 by 1/2.

## The belief and its appeal

In a Green-function calculation the half-chains to the left and right of the site are leads, and they enter through a self-energy $\Sigma(E)$. Its imaginary part broadens the site level, because an electron can escape. Its real part moves the level. A level position is often adjusted anyway, so it seems that the real part can be dropped, or absorbed in the site energy, at no cost to the number of states.

The argument is sound in one case. If $\Sigma=-i\Gamma/2$ with $\Gamma$ constant over all energies, the density is a Lorentzian,
$$\rho(E)=\frac1\pi\,\frac{\Gamma/2}{E^2+(\Gamma/2)^2},$$
whose integral is 1. A constant real part would slide this curve along the energy axis and leave its area alone. The question is what happens when the lead has a band of finite width.

## The self-energy of the uniform chain

Electrons are independent and orbitals orthogonal; $\hbar=1$ in the algebra. The retarded Green function obeys $(z-H)G=1$ with $z=E+i0$. Let $g$ be the Green function at the end site of an isolated half-chain. The equation for the chosen site, number 0, is
$$zG_{00}+tG_{-1,0}+tG_{1,0}=1 .$$
In the right lead the source is the hopping from site 0, which gives $G_{1,0}=-t\,g\,G_{00}$, and the left lead gives the same. Hence
$$G_{00}=\frac{1}{z-\Sigma},\qquad \Sigma=2t^2g .$$
The end site of a half-chain is itself attached to one identical half-chain, so $g=1/(z-t^2g)$, or $t^2g^2-zg+1=0$, with roots
$$g=\frac{z\pm\sqrt{z^2-4t^2}}{2t^2}.$$
Inside the band, $|E|<2t$, the retarded root has $\mathrm{Im}\,g<0$, because $-\mathrm{Im}\,g/\pi$ is a density of states. With $s(E)=\sqrt{4t^2-E^2}$,
$$\Sigma(E)=E-i\,s(E),\qquad |E|<2t .$$
Outside the band the root must decay as $1/E$, which gives the real value $\Sigma=E-\mathrm{sgn}(E)\sqrt{E^2-4t^2}$.

The real part in the band is thus $E$ itself. It vanishes at the band centre, where one might look for a "level shift", and has slope 1 everywhere in the band.

## Two integrals

With the full self-energy, $G=1/(E-E+is)=1/(is)=-i/s$, so $\rho=-\mathrm{Im}\,G/\pi=1/(\pi s)$. Outside the band $G=\mathrm{sgn}(E)/\sqrt{E^2-4t^2}$ is real and has no pole. Put $E=2t\sin\theta$, so that $s=2t\cos\theta$ and $dE=2t\cos\theta\,d\theta$:
$$W=\frac1\pi\int_{-\pi/2}^{\pi/2}\frac{2t\cos\theta}{2t\cos\theta}\,d\theta=1 .$$

Now keep only $i\,\mathrm{Im}\,\Sigma=-is$. A prime marks the truncated quantities:
$$G'=\frac{1}{E+is}=\frac{E-is}{E^2+s^2}=\frac{E-is}{4t^2},\qquad \rho'=\frac{s}{4\pi t^2}.$$
The same substitution gives
$$W'=\frac{1}{4\pi t^2}\int_{-\pi/2}^{\pi/2}4t^2\cos^2\theta\,d\theta=\frac1\pi\cdot\frac\pi2=\frac12 .$$
Nothing is hidden outside the band: there $\mathrm{Im}\,\Sigma=0$ and $G'=1/E$, whose pole at $E=0$ is not in that region.

The ratio of the integrands shows where the states went:
$$\frac{\rho'}{\rho}=\frac{s^2}{4t^2}=1-\left(\frac{E}{2t}\right)^2=\cos^2\theta .$$
The true states are uniform in $\theta$, which is the Bloch phase up to a constant. The truncation counts each with a factor $\cos^2\theta$, the square of its group velocity relative to the largest one. The mean of that factor is 1/2. Fast states at the band centre are counted in full, and slow states near the edges almost vanish.

## No level within the band brings the weight back

Suppose the real part is replaced by a constant $\varepsilon$, with $|\varepsilon|<2t$. The denominator of the density becomes
$$(E-\varepsilon)^2+s^2=4t^2-2\varepsilon E+\varepsilon^2 .$$
With $E=2t\cos\phi$ and $r=\varepsilon/2t$,
$$W'(\varepsilon)=\frac1\pi\int_0^\pi\frac{\sin^2\phi}{1-2r\cos\phi+r^2}\,d\phi .$$
For $|r|<1$ the geometric series gives
$$\sum_{n=0}^\infty r^n\sin(n+1)\phi=\mathrm{Im}\,\frac{e^{i\phi}}{1-re^{i\phi}}=\frac{\sin\phi}{1-2r\cos\phi+r^2}.$$
Multiply by $\sin\phi$ and integrate. The sines are orthogonal, so only $n=0$ survives, with the integral $\pi/2$, and $W'(\varepsilon)=1/2$ again. Numerical integration with $\varepsilon=t$ gives 0.500000. Within the band, the position of the level has no influence on the missing half.

## Why the two parts belong together

The function $\Sigma(z)=2t^2g(z)$ is analytic in the upper half-plane and decays as $2t^2/z$. Integrate $\Sigma(y)/(y-E)$ along the real axis, pass above the point $y=E$, and close with a large upper arc, which contributes nothing. Cauchy's theorem gives
$$P\!\int\frac{\Sigma(y)}{y-E}\,dy-i\pi\Sigma(E)=0,$$
where $P$ denotes the principal value. The imaginary part of this equation is
$$\mathrm{Re}\,\Sigma(E)=\frac1\pi P\!\int\frac{\mathrm{Im}\,\Sigma(y)}{y-E}\,dy .$$
The broadening at all energies fixes the real part at each energy. Evaluating the integral numerically at $E=0.6t$ returns $0.600000\,t$, as $\mathrm{Re}\,\Sigma=E$ requires.

In the time domain this is causality. Define $G(\tau)=\int G(E)e^{-iE\tau}dE/2\pi$. Here $\mathrm{Re}\,G$ is odd in $E$ and $\mathrm{Im}\,G$ even, so
$$iG(\tau)=\frac1{2\pi}\int\left[\mathrm{Re}\,G\,\sin E\tau-\mathrm{Im}\,G\,\cos E\tau\right]dE .$$
As $\tau\to0$ the second term tends to $\pi W/2\pi=W/2$. In the first, any finite energy range contributes nothing in the limit, but the tail $G\simeq1/E$ does:
$$\frac{2}{2\pi}\int_{2t}^\infty\frac{\sin E\tau}{E}\,dE\to\frac{1}{\pi}\cdot\frac{\pi}{2}\,\mathrm{sgn}\,\tau=\pm\frac12 .$$
For the full $G$ the tail differs from $1/E$ by an integrable function, which drops out. Both cases therefore obey
$$iG(0^\pm)=\frac W2\pm\frac12 .$$
A response that vanishes before its cause needs $W=1$. With $W'=1/2$ the truncated function is $3/4$ just after the electron is added and $-1/4$ just before. At times $\pm0.001\,\hbar/t$ the numerical transform gives 0.7496 and $-0.2496$; the full function gives 1.0000 and 0.0000.

## Checks that do not see the loss

Let $\Gamma=-2\,\mathrm{Im}\,\Sigma=2s$ be the total broadening. For any real part $R$ in the denominator,
$$-2\,\mathrm{Im}\frac1{R+is}=\frac{2s}{R^2+s^2}=\Gamma\left|\frac1{R+is}\right|^2 .$$
The identity $A=G\Gamma G^\dagger$ for the spectral function $A=2\pi\rho$ thus holds for both calculations, and agreement with it says nothing about the real part.

The transmission is equally forgiving near the band centre. Each lead has broadening $s$, so the full calculation gives $T=s^2|G|^2=1$ throughout the band, as a chain without a scatterer must. The truncated one gives
$$T'=\frac{s^2}{4t^2}=1-\left(\frac{E}{2t}\right)^2 .$$
The error is quadratic at the centre, whereas the number of electrons collects errors from the whole occupied band.

## A number: a carbon chain

A chain of carbon atoms with equal bonds has two degenerate $\pi$ orbitals per atom. With two spins this makes four copies of the model. I take the rough values $t=3$ eV and an atomic spacing of 1.3 angstrom. The model band runs from $-6$ to 6 eV. The real $\pi$ band is not symmetric: a PBE calculation on an equal-bond ring of ten atoms in small basis sets puts its bottom near $-6$ eV but its top between 9 and 10 eV, so the exact symmetry used below belongs to the model. A neutral atom supplies two $\pi$ electrons, which half-fill the band and put the Fermi level at its centre.

At 3 eV, $s=\sqrt{36-9}=5.196$ eV. The full density is $1/(\pi\times5.196)=0.0613$ per eV for each copy, and the truncated one is $5.196/(36\pi)=0.0459$ per eV. At 5.4 eV they are 0.122 and 0.023 per eV. At the centre both are 0.053 per eV.

By the symmetry stated at the start, half of each weight is occupied:
$$N=4\times\tfrac12\times1=2,\qquad N'=4\times\tfrac12\times\tfrac12=1 .$$
One electron has disappeared from an atom that forms the whole device region, with a lead attached on each side. In a longer region the lead self-energies act only on the end atoms, and this count does not carry over: integrating the truncated density for regions of 2, 3, 5, 11 and 51 atoms gives a weight of 2/3 on each end atom and 1 on the atoms between them.

The current hardly notices. At 0.2 V, with the lead bands held rigid and the temperature at zero, the full current is $(4e^2/h)\times0.2\ \mathrm{V}=30.992$ microampere. The relative loss is the mean of $(E/2t)^2$ over $|E|<0.1$ eV, that is $0.1^2/(3\times6^2)=9.3\times10^{-5}$, which leaves 30.990 microampere.

Electrostatics notices at once. If each atom of the chain were assigned the false charge $+e$, the potential drop between distances of 10 and 20 angstrom (1 and 2 nm) from the chain would be
$$\Delta V=\frac{2}{1.3\ \text{angstrom}}\,\frac{e}{4\pi\varepsilon_0}\ln2=15.4\ \mathrm V,$$
with $e/4\pi\varepsilon_0=14.4$ V angstrom. This is for a frozen, unscreened charge. It shows the scale of the error if every atom were treated in turn as a one-site region. It is not the error of a long region with leads at its two ends, and it predicts no real voltage.

Nor, in the limit of zero added broadening, can a shift of the site level restore neutrality, if the leads and the Fermi level are held fixed. For $|\varepsilon|<2t$ the four copies hold two states in all, some of them above the Fermi level, so the count stays below two. For $\varepsilon<-2t$ the truncated function has a pole of weight 1 below the band, and the count jumps to at least four. A small finite broadening smooths this jump, so a level tuned very close to the lower band edge can give a count of two; the match is accidental, and the density keeps its wrong shape. For $\varepsilon>2t$ the pole is empty, and the band contains even less than before, since its denominator can be written $4t^2r^2(1-2\cos\phi/r+1/r^2)$ and its weight is $1/(2r^2)$.

## How far real chains depart from the model

Temperature matters little. At 300 K the thermal energy is 0.026 eV; the counts remain 2 and 1 by symmetry, and the zero-bias transmission of the truncated model falls by $6\times10^{-5}$.

The equal-bond assumption is more serious, because a free carbon chain tends to alternate its bonds. Let the hoppings be $t(1\pm\delta)$ with a rough $\delta=0.1$. The squared band energies then run from $a=4t^2\delta^2$ to $b=4t^2$, and the gap is $4t\delta=1.2$ eV. With the Fermi level at mid-gap, the 0.2 V window used above lies inside this gap, so the current of 31 microampere belongs to the equal-bond chain only. Averaging over Bloch states gives
$$G=\int_{-\pi}^{\pi}\frac{dk}{2\pi}\frac{E}{E^2-E_k^2},\qquad E_k^2=\frac{a+b}2+\frac{b-a}2\cos k .$$
In the bands this is $G=-i|E|/S$ with $S=\sqrt{(b-E^2)(E^2-a)}$. Since $E-\Sigma=1/G$, again $\mathrm{Re}\,\Sigma=E$, now with $\mathrm{Im}\,\Sigma=-S/|E|$. Dropping the real part and setting $u=E^2$,
$$W'_{\rm band}=\frac1\pi\int_a^b\frac{\sqrt{(b-u)(u-a)}}{(a+b)u-ab}\,du=\frac{(b-a)^2}{2(a+b)^2}=0.480 .$$
To do the integral, write $u=m+h\cos\phi$ with $m=(a+b)/2$, $h=(b-a)/2$, and let $c=ab/(a+b)$, $p=(m-c)/h$. Then use $\sin^2\phi=(p+\cos\phi)(p-\cos\phi)-(p^2-1)$ and $\int_0^\pi d\phi/(p+\cos\phi)=\pi/\sqrt{p^2-1}$. The result is $[m-c-\sqrt{(m-c)^2-h^2}]/(a+b)$, where $m-c=(a^2+b^2)/2(a+b)$ and the root equals $ab/(a+b)$.

The gap holds a surprise. Near $E=0$ the integral for $G$ gives $G\simeq-E/Z$, with $Z=\sqrt{ab}$, so $\Sigma\simeq Z/z$: one of the two leads has a state at its end. With a small broadening $\eta$, $z=E+i\eta$, and for $|E|\gg\eta$ the truncated density is
$$\rho'\simeq\frac1\pi\,\frac{Z\eta E^2}{E^6+Z^2\eta^2}.$$
Substituting $y=E^3/Z\eta$ turns its integral into $\frac1{3\pi}\int dy/(1+y^2)=\frac13$. This false weight forms two peaks, one on each side of $E=0$, at distances of order $(Z\eta)^{1/3}$, which must be far smaller than the gap. For $\eta=10^{-6}t$ the numerical weight is 0.334. The truncated total is then 0.81, or 1.63 electrons per atom instead of 2. This number depends on how the broadening is introduced. It holds when $\eta$ is very small and the broadening at the site is far below $(Z\eta)^{1/3}$, with $\eta$ the broadening in the leads. With one common $\eta=10^{-2}t$ the total is about 0.70. If the lead broadening is sent to zero first, $G'\simeq1/z$ in the gap, the gap weight becomes 1, and the total is about 1.48. The full self-energy still gives weight 1. Alternation thus changes the size of the error and does not remove it. Orbital overlap, longer hops and electron interaction are left out, and their effects are not sized here.

## When the truncation is safe

Return to the uniform leads, but couple the site to them by a hopping $t'$, and let $\alpha=(t'/t)^2$. Then $\Sigma=\alpha(E-is)$. With $E=2t\sin\theta$ and then $u=\tan\theta$, the truncated weight is
$$W'=\frac\alpha\pi\int_{-\pi/2}^{\pi/2}\frac{\cos^2\theta\,d\theta}{\sin^2\theta+\alpha^2\cos^2\theta}
=\frac\alpha\pi\int_{-\infty}^{\infty}\frac{du}{(1+u^2)(u^2+\alpha^2)} .$$
For $\alpha\ne1$ the fraction equals $[1/(u^2+\alpha^2)-1/(1+u^2)]/(1-\alpha^2)$, so the integral is $\pi(1/\alpha-1)/(1-\alpha^2)=\pi/[\alpha(1+\alpha)]$ and
$$W'=\frac1{1+\alpha},$$
which passes continuously through 1/2 at $\alpha=1$. For $\alpha=0.01$ the loss is 1.0 per cent of the true weight, and for $\alpha=0.1$ it is 9.1 per cent. A weakly coupled level at the band centre is narrow, of half-width about $2\alpha t$, and samples a small part of the lead band, over which the broadening is nearly constant. That is the regime in which the belief holds. For a weakly coupled level away from the band centre, the dropped shift $\alpha E$ can be comparable with the half-width $\alpha s(E)$. If the Fermi level lies close to such a level, its occupation can then be wrong even though its total weight is nearly kept. A site of the uniform chain is coupled to its neighbours as strongly as they are to theirs, and when that single site is the whole region between the two leads, dropping the real part loses half of its integrated weight; in a longer region each end atom loses a third. The numerical output below lists the values for the one-site region.

## Values computed for the example and the checks

```
Spectral weight, full self-energy: 1.000000
Spectral weight, imaginary part only: 0.500000
Same, level shifted by 1 t: 0.500000
Truncated weight at alpha = 0.01: 0.990099
Truncated weight at alpha = 0.10: 0.909091
Truncated weight at alpha = 1.00: 0.500000
Real self-energy at 0.6 t from causality: 0.600000 t
Time used for the 0+ and 0- limits: 0.001 hbar/t
Full iG just after, just before zero: 1.0000, 0.0000
Truncated iG just after, just before: 0.7496, -0.2496
Carbon chain hopping (rough input): 3.0 eV
Atom spacing (rough input): 1.3 angstrom
Band half-width: 6.0 eV
Density at 0.0 eV, full and truncated: 0.05305, 0.05305 per eV
Truncated transmission at 0.0 eV: 1.0000
Density at 3.0 eV, full and truncated: 0.06126, 0.04594 per eV
Truncated transmission at 3.0 eV: 0.7500
Density at 5.4 eV, full and truncated: 0.12171, 0.02312 per eV
Truncated transmission at 5.4 eV: 0.1900
Pi electrons per atom, full: 2.0000
Pi electrons per atom, truncated: 1.0000
Bias: 0.2 V
Current, full: 30.9924 microampere
Current, truncated: 30.9895 microampere
Relative current loss: 9.26e-05
Radii for potential drop: 10 and 20 angstrom
False potential drop, line formula: 15.355 V
False potential drop, explicit sum: 15.355 V
Temperature: 300 K; thermal energy: 0.02585 eV
Electrons per atom when warm, full and truncated: 2.0000, 1.0000
Thermal loss of truncated transmission: 6.11e-05
Bond alternation delta (rough input): 0.10
Gap from bond alternation: 1.20 eV
Alternating chain, full band weight: 1.0000
Alternating chain, truncated band weight: 0.4804
Broadening used for gap peak: 1.0e-06 t
Alternating chain, spurious gap weight: 0.3336
Alternating chain, truncated total weight: 0.8140
Truncated pi electrons with alternation: 1.6281
```
